# Initial Field Shift of a First-Order Ferroelectric Transition Temperature: verification in Python

```python
# Result under test: for G = alpha(T) P^2/2 + F(P) - E P with F independent of T,
# the first-order transition temperature starts to rise with field as
#     dT/dE (E -> 0+) = 2 / (alpha' * P_jump),   alpha' = d(alpha)/dT at Tc.
# Model: alpha = a (T - T0),  F = -b P^4/4 + c P^6/6  (+ d P^8/8 in one test).
# Units: E in MV/cm, P in uC/cm2, T in K; then E*P is in J/cm3.
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.optimize import brentq

a = 1.0e-3       # MV cm/(uC K)
b = 2.0e-3       # MV cm^5/uC^3
c = 4.0e-6       # MV cm^9/uC^5
T0 = 20.0        # K
T_use = 300.0    # K
STIFFNESS_SI = 1e10   # 1 MV cm/uC expressed in V m/C


def linear_alpha(T):
    return a * (T - T0)


def constant_b(T):
    return b


def energy(T, E, alpha=linear_alpha, quartic=constant_b, d=0.0):
    """Free-energy density as a polynomial in P."""
    return Polynomial([0, -E, alpha(T) / 2, 0, -quartic(T) / 4, 0,
                       c / 6, 0, d / 8]).trim()


def ground_state(T, E, **model):
    """Global minimum: polarization and energy density.
    Real parts of complex roots are harmless: G there is never below the minimum."""
    G = energy(T, E, **model)
    P = G.deriv().roots().real
    k = np.argmin(G(P))
    return P[k], G(P[k])


def transition(E, **model):
    """Temperature where the global minimum jumps, and |P| on both sides."""
    P_between = 12.0   # lies in the unstable range between the two wells
    low, high = 1.0, 600.0
    assert abs(ground_state(low, E, **model)[0]) > P_between
    assert abs(ground_state(high, E, **model)[0]) < P_between
    for _ in range(60):
        mid = 0.5 * (low + high)
        if abs(ground_state(mid, E, **model)[0]) > P_between:
            low = mid
        else:
            high = mid
    T = 0.5 * (low + high)
    P_polar = abs(ground_state(T - 1e-6, E, **model)[0])
    P_small = abs(ground_state(T + 1e-6, E, **model)[0])
    assert P_polar - P_small > 5.0     # a true jump
    return T, P_polar, P_small


def initial_slope(h=0.01, **model):
    t = [transition(k * h, **model)[0] for k in range(3)]
    return (-3 * t[0] + 4 * t[1] - t[2]) / (2 * h)


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Zero-field transition: closed forms against the numerical jump
Ps = np.sqrt(3 * b / (4 * c))
Ac = 3 * b**2 / (16 * c)
Tc = T0 + Ac / a
Tc_num, Ps_num, Pp_num = transition(0.0)
assert close(Tc_num, Tc, 1e-8) and close(Ps_num, Ps, 1e-6)
assert Pp_num < 1e-6

# Main result against differences of jump temperatures
slope = 2 / (a * Ps)
slope_num = initial_slope()
assert close(slope_num, slope, 1e-4)
assert transition(-0.1)[0] > Tc        # rises for either sign of the field

# Clausius-Clapeyron ratio from derivatives of the minimum energy alone
hT, hE = 0.1, 0.01
g = [ground_state(Tc - k * hT, 0.0)[1] for k in range(3)]
S_polar = -(3 * g[0] - 4 * g[1] + g[2]) / (2 * hT)
g = [ground_state(Tc + k * hT, 0.0)[1] for k in range(3)]
S_nonpolar = -(-3 * g[0] + 4 * g[1] - g[2]) / (2 * hT)
g = [ground_state(Tc, k * hE)[1] for k in range(3)]
P_from_energy = -(-3 * g[0] + 4 * g[1] - g[2]) / (2 * hE)
dS_num = S_nonpolar - S_polar
dS = a * Ps**2 / 2
assert close(dS_num, dS, 1e-4)
assert close(P_from_energy, Ps, 1e-4)
assert close(P_from_energy / dS_num, slope_num, 1e-3)

# Same law with an eighth-order term, where the closed forms for Ps, Tc fail
T8, P8, _ = transition(0.0, d=2e-9)
slope8 = initial_slope(d=2e-9)
assert close(slope8, 2 / (a * P8), 1e-4)
assert abs(P8 - Ps) > 0.1 and abs(T8 - Tc) > 1.0

# Finite field: the sum of the polarizations enters, not their difference
E1, h = 1.0, 0.01
T1, Pf1, Pp1 = transition(E1)
slope1_num = (transition(E1 + h)[0] - transition(E1 - h)[0]) / (2 * h)
slope1 = 2 / (a * (Pf1 + Pp1))
assert close(slope1_num, slope1, 1e-4)
assert not close(slope1_num, 2 / (a * (Pf1 - Pp1)), 0.05)

# Curvature of the line at zero field, and the susceptibilities behind it
curvature = -3 / (2 * a * Ac * Ps**2)
t = [transition(k * h)[0] for k in range(4)]
curvature_num = (2 * t[0] - 5 * t[1] + 4 * t[2] - t[3]) / h**2
assert close(curvature_num, curvature, 5e-3)
chi_polar = (ground_state(Tc, 0.002)[0] - ground_state(Tc, 0.001)[0]) / 0.001
assert close(chi_polar, 1 / (4 * Ac), 0.01)
chi_nonpolar = ground_state(Tc + 0.5, 0.001)[0] / 0.001
assert close(chi_nonpolar, 1 / Ac, 0.01)

# End of the line: lowest temperature at which E(P) is monotonic
P_grid = np.linspace(0, 25, 5001)


def least_stiffness(T):
    return energy(T, 0.0).deriv(2)(P_grid).min()


Tcr_num = brentq(least_stiffness, 300, 600)
Pcr_num = P_grid[np.argmin(energy(Tcr_num, 0.0).deriv(2)(P_grid))]
Ecr_num = energy(Tcr_num, 0.0).deriv()(Pcr_num)
Pcr = np.sqrt(3 * b / (10 * c))
Tcr = T0 + 9 * b**2 / (20 * a * c)
Ecr = 6 * b**2 / (25 * c) * Pcr
assert abs(Tcr_num - Tcr) < 0.01 and abs(Pcr_num - Pcr) < 0.01
assert close(Ecr_num, Ecr, 1e-3)

# Coexistence field at the temperature of use
E_use = brentq(lambda E: transition(E)[0] - T_use, 0.5, 1.5, xtol=1e-9)
E_linear = (T_use - Tc) / slope
E_quadratic = (-slope + np.sqrt(slope**2 + 2 * curvature * (T_use - Tc))) / curvature
assert abs(E_quadratic - E_use) < abs(E_linear - E_use)

# Neglected effect: hysteresis, from the turning points of E(P) at T_use
G_use = energy(T_use, 0.0)
turns = G_use.deriv(2).roots()
turns = np.sort(turns[(abs(turns.imag) < 1e-9) & (turns.real > 0)].real)
E_up, E_down = G_use.deriv()(turns)
assert E_down < E_use < E_up

# Neglected effect: temperature slope of the quartic coefficient
eta = 5e-4   # 1/K, assumed
slope_b = slope / (1 + eta * b * Ps**2 / (2 * a))
slope_b_num = initial_slope(quartic=lambda T: b * (1 - eta * (T - Tc)))
assert close(slope_b_num, slope_b, 1e-3)

# Neglected effect: quantum saturation of the polar mode, a kept as the
# high-temperature slope and alpha(Tc) held fixed
mode_meV = 20.0   # rough phonon energy
theta = mode_meV * 1e-3 * const.e / (2 * const.k)


def saturating_alpha(T):
    return Ac + a * theta * (1 / np.tanh(theta / T) - 1 / np.tanh(theta / Tc))


x = theta / Tc
local_ratio = (x / np.sinh(x))**2
slope_q = 2 / (a * local_ratio * Ps)
slope_q_num = initial_slope(alpha=saturating_alpha)
assert close(slope_q_num, slope_q, 1e-3)

# Neglected effect: interface layer in series, E now meaning voltage/film thickness
film_nm, layer_nm, layer_eps = 10.0, 0.5, 30.0
extra = layer_nm / (film_nm * const.epsilon_0 * layer_eps) / STIFFNESS_SI


def layered_alpha(T):
    return linear_alpha(T) + extra


T_layer = transition(0.0, alpha=layered_alpha)[0]
slope_layer = initial_slope(alpha=layered_alpha)
assert close(slope_layer, slope, 1e-4)
assert close(Tc - T_layer, extra / a, 1e-6)

# Conversions
latent_eV_nm3 = Tc * dS * 1e-21 / const.e
dipole_eA = const.k / const.e * slope / 0.01   # 1 MV/cm = 0.01 V/angstrom
eps_nonpolar = 1 / (const.epsilon_0 * Ac * STIFFNESS_SI)
breakdown = 4.0   # MV/cm, rough

print("INPUTS (rough regime of zirconia-rich HfO2-ZrO2 films)")
print(f"a = {a:.1e} MV cm/(uC K)")
print(f"b = {b:.1e} MV cm^5/uC^3")
print(f"c = {c:.1e} MV cm^9/uC^5")
print(f"T0 = {T0:.1f} K; temperature of use = {T_use:.0f} K")
print("ZERO-FIELD TRANSITION")
print(f"Tc: formula {Tc:.3f} K, numerical jump {Tc_num:.3f} K")
print(f"Ps: formula {Ps:.3f}, numerical {Ps_num:.3f} uC/cm2")
print(f"alpha at Tc = {Ac:.4f} MV cm/uC")
print(f"nonpolar susceptibility at Tc = {eps_nonpolar:.1f} (relative)")
print(f"polar susceptibility / nonpolar = {chi_polar * Ac:.3f}")
print(f"entropy jump: formula {dS:.4f}, numerical {dS_num:.4f} J/(cm3 K)")
print(f"latent heat = {latent_eV_nm3:.3f} eV/nm3")
print("INITIAL FIELD SHIFT")
print(f"slope 2/(a Ps) = {slope:.2f} K per MV/cm")
print(f"slope from jump temperatures = {slope_num:.2f} K per MV/cm")
print(f"slope from energy derivatives = {P_from_energy/dS_num:.2f} K per MV/cm")
print(f"kB times slope = {dipole_eA:.3f} e angstrom")
print(f"with P^8 term: Tc = {T8:.2f} K, Ps = {P8:.3f} uC/cm2")
print(f"  slope formula {2/(a*P8):.2f}, numerical {slope8:.2f} K per MV/cm")
print("BEYOND THE INITIAL SLOPE")
print(f"d2T/dE2: formula {curvature:.2f}, numerical {curvature_num:.2f} K/(MV/cm)^2")
for field in (0.1, 0.5, 1.0):
    shift = transition(field)[0] - Tc
    print(f"E = {field:.1f} MV/cm: shift {shift:.2f} K, linear {slope*field:.2f} K")
print(f"at 1 MV/cm: Pf = {Pf1:.3f}, Pp = {Pp1:.3f} uC/cm2")
print(f"  slope formula {slope1:.2f}, numerical {slope1_num:.2f} K per MV/cm")
print(f"  wrong form with Pf - Pp = {2/(a*(Pf1-Pp1)):.2f} K per MV/cm")
print(f"end point: T = {Tcr:.1f} K, E = {Ecr:.3f} MV/cm, P = {Pcr:.2f} uC/cm2")
print("COEXISTENCE FIELD AT 300 K")
print(f"linear {E_linear:.3f}, quadratic {E_quadratic:.3f}, full {E_use:.3f} MV/cm")
print(f"full field across {film_nm:.0f} nm film = {E_use*film_nm*0.1:.3f} V")
print("NEGLECTED EFFECTS")
print(f"hysteresis at 300 K: up {E_up:.3f}, down {E_down:.3f} MV/cm")
print(f"quartic slope eta = {eta:.1e} 1/K (assumed)")
print(f"  initial slope: formula {slope_b:.2f}, numerical {slope_b_num:.2f} K per MV/cm")
print(f"polar mode {mode_meV:.0f} meV (rough): alpha' at Tc / a = {local_ratio:.3f}")
print(f"  initial slope: formula {slope_q:.2f}, numerical {slope_q_num:.2f} K per MV/cm")
print(f"interface layer {layer_nm:.1f} nm, permittivity {layer_eps:.0f} (assumed)")
print(f"  Tc lowered by {Tc-T_layer:.2f} K, slope {slope_layer:.2f} K per MV/cm")
print(f"rough breakdown {breakdown:.0f} MV/cm; upward switching / breakdown = {E_up/breakdown:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough regime of zirconia-rich HfO2-ZrO2 films)
a = 1.0e-03 MV cm/(uC K)
b = 2.0e-03 MV cm^5/uC^3
c = 4.0e-06 MV cm^9/uC^5
T0 = 20.0 K; temperature of use = 300 K
ZERO-FIELD TRANSITION
Tc: formula 207.500 K, numerical jump 207.500 K
Ps: formula 19.365, numerical 19.365 uC/cm2
alpha at Tc = 0.1875 MV cm/uC
nonpolar susceptibility at Tc = 60.2 (relative)
polar susceptibility / nonpolar = 0.250
entropy jump: formula 0.1875, numerical 0.1875 J/(cm3 K)
latent heat = 0.243 eV/nm3
INITIAL FIELD SHIFT
slope 2/(a Ps) = 103.28 K per MV/cm
slope from jump temperatures = 103.28 K per MV/cm
slope from energy derivatives = 103.28 K per MV/cm
kB times slope = 0.890 e angstrom
with P^8 term: Tc = 187.09 K, Ps = 17.835 uC/cm2
  slope formula 112.14, numerical 112.14 K per MV/cm
BEYOND THE INITIAL SLOPE
d2T/dE2: formula -21.33, numerical -21.32 K/(MV/cm)^2
E = 0.1 MV/cm: shift 10.23 K, linear 10.33 K
E = 0.5 MV/cm: shift 49.54 K, linear 51.64 K
E = 1.0 MV/cm: shift 96.19 K, linear 103.28 K
at 1 MV/cm: Pf = 17.999, Pp = 3.944 uC/cm2
  slope formula 91.15, numerical 91.15 K per MV/cm
  wrong form with Pf - Pp = 142.30 K per MV/cm
end point: T = 470.0 K, E = 2.939 MV/cm, P = 12.25 uC/cm2
COEXISTENCE FIELD AT 300 K
linear 0.896, quadratic 0.999, full 0.960 MV/cm
full field across 10 nm film = 0.960 V
NEGLECTED EFFECTS
hysteresis at 300 K: up 1.351, down 0.471 MV/cm
quartic slope eta = 5.0e-04 1/K (assumed)
  initial slope: formula 86.97, numerical 86.97 K per MV/cm
polar mode 20 meV (rough): alpha' at Tc / a = 0.902
  initial slope: formula 114.51, numerical 114.50 K per MV/cm
interface layer 0.5 nm, permittivity 30 (assumed)
  Tc lowered by 18.82 K, slope 103.28 K per MV/cm
rough breakdown 4 MV/cm; upward switching / breakdown = 0.34
ALL CHECKS PASSED
```
